\section*{The ADC(3) self-energy: derivation, pole structure and a formaldehyde test, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem: the algebraic diagrammatic construction of the self-energy through third order}

A molecule with $N$ electrons is described in a finite basis of real canonical Hartree--Fock spin orbitals with energies $\varepsilon_p$. The indices $i,j,k,l,m,n$ label orbitals occupied in the Hartree--Fock determinant $\Phi$, the indices $a,\dots,f$ label virtual ones, and $p,q,r,s,u$ either kind; $n_p=1$ for occupied and $0$ for virtual orbitals. The determinant $\Phi$ is a nondegenerate ground state of $H_0=\sum_p\varepsilon_pc_p^\dagger c_p$, with eigenvalue $E^{(0)}$. Atomic units are used ($E_h$ is the hartree). The antisymmetrized integrals $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ change sign under $p\leftrightarrow q$ or $r\leftrightarrow s$ and, being real, obey $\langle pq||rs\rangle=\langle rs||pq\rangle$. All matrices below are real for real $\omega$, so $\dagger$ on a matrix means transposition. In operator strings $p^\dagger$ and $p$ stand for $c_p^\dagger$ and $c_p$, and braces $\{\cdots\}$ denote normal order relative to $\Phi$: the quasi-creators $a^\dagger$ and $i$ stand to the left of the quasi-annihilators $a$ and $i^\dagger$, with the sign of the permutation.

The Hamiltonian is $H=H_0+\lambda W$, with $\lambda=1$ for the molecule, and its $N$-electron ground state is $\Psi_0$ with energy $E_0$. For operators $A,B$ that remove and add one electron,
\begin{equation}
\langle\langle A;B\rangle\rangle=\langle\Psi_0|A\,(\omega-H+E_0)^{-1}B|\Psi_0\rangle+\langle\Psi_0|B\,(\omega+H-E_0)^{-1}A|\Psi_0\rangle .
\label{prop}
\end{equation}
The Green's function is $G_{pq}=\langle\langle c_p;c_q^\dagger\rangle\rangle$, its value at $\lambda=0$ is $G^0_{pq}=\delta_{pq}/(\omega-\varepsilon_p)$, and the self-energy is defined by $G^{-1}=\omega-\varepsilon-\Sigma(\omega)$. It is split as $\Sigma(\omega)=\Sigma(\infty)+M(\omega)$, and $M^{(n)}$ is the coefficient of $\lambda^n$ in $M$ at fixed $\omega$ away from the levels of $H_0$.

\section*{(a) The self-energy from the equation of motion}

\emph{Write $W$ in normal order, apply the equation of motion to both operators of $G$, and find an expression for $\Sigma$ that is exact through $\lambda^3$.}

\subsection*{Solution}

The repulsion is $V=\frac14\sum\langle pq||rs\rangle\,p^\dagger q^\dagger sr$, and $H_0$ contains the mean field $V^{\rm HF}=\sum_{pr}\sum_k\langle pk||rk\rangle\,p^\dagger r$, so the perturbation is $V-V^{\rm HF}$. Wick's theorem gives four single contractions of $p^\dagger q^\dagger sr$, namely $n_q\delta_{qs}\{p^\dagger r\}-n_q\delta_{qr}\{p^\dagger s\}-n_p\delta_{ps}\{q^\dagger r\}+n_p\delta_{pr}\{q^\dagger s\}$. By antisymmetry of the integrals each contributes $\frac14\sum\langle pk||rk\rangle\{p^\dagger r\}$, and the four together cancel $V^{\rm HF}$ up to a constant. A constant drops out of $H-E_0$, so
\begin{equation}
W=\tfrac14\sum\langle pq||rs\rangle\{p^\dagger q^\dagger sr\},\qquad\langle\Phi|W|\Phi\rangle=0,
\end{equation}
and $E_0=E^{(0)}+O(\lambda^2)$. Only the term with four quasi-creators survives on $\Phi$, so $\Psi_0=\Phi+\lambda\Psi_1+O(\lambda^2)$ with $\Psi_1=(E^{(0)}-H_0)^{-1}W\Phi$,
\begin{equation}
\Psi_1=\tfrac14\sum t_{ij}^{ab}\,a^\dagger b^\dagger ji\,\Phi,\qquad t_{ij}^{ab}=\frac{\langle ab||ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.
\label{psi1}
\end{equation}

Let $R_p=[c_p,W]$, so that $[c_p,H]=\varepsilon_pc_p+\lambda R_p$. Since $c_p$ commutes with the pair $sr$, $[c_p,q^\dagger u^\dagger sr]=(\delta_{pq}u^\dagger-\delta_{pu}q^\dagger)sr$, and $[c_p,V]=\frac12\sum\langle pu||rs\rangle u^\dagger sr$. Also $[c_p,V^{\rm HF}]=\sum\langle pk||rk\rangle\,r$. The contractions in $u^\dagger sr=\{u^\dagger sr\}+n_u\delta_{us}\,r-n_u\delta_{ur}\,s$ give twice $\frac12\sum\langle pk||rk\rangle\,r$ and cancel this term:
\begin{equation}
R_p=\tfrac12\sum\langle pu||rs\rangle\{u^\dagger sr\},\qquad R_q^\dagger=\tfrac12\sum\langle rs||qu\rangle\{r^\dagger s^\dagger u\}.
\label{R}
\end{equation}

Multiply (\ref{prop}) by $\omega$ and use $\omega(\omega\mp x)^{-1}=1\pm x(\omega\mp x)^{-1}$ with $x=H-E_0$. The unit terms give the expectation value of the anticommutator $[A,B]_+$. Let $x$ act on the side of $A$: in the first term $\langle\Psi_0|Ax=\langle\Psi_0|[A,H]$, and in the second $-xA|\Psi_0\rangle=[A,H]|\Psi_0\rangle$. Let it act on the side of $B$ instead: $xB|\Psi_0\rangle=[H,B]|\Psi_0\rangle$ and $-\langle\Psi_0|Bx=\langle\Psi_0|[H,B]$. Hence
\begin{equation}
\omega\langle\langle A;B\rangle\rangle=\langle[A,B]_+\rangle+\langle\langle[A,H];B\rangle\rangle=\langle[A,B]_+\rangle+\langle\langle A;[H,B]\rangle\rangle .
\end{equation}
The first form gives $(\omega-\varepsilon_p)G_{pq}=\delta_{pq}+\lambda\langle\langle R_p;c_q^\dagger\rangle\rangle$. The second, with $[H,c_q^\dagger]=\varepsilon_qc_q^\dagger+\lambda R_q^\dagger$, gives $(\omega-\varepsilon_q)\langle\langle R_p;c_q^\dagger\rangle\rangle=\langle[R_p,c_q^\dagger]_+\rangle+\lambda\langle\langle R_p;R_q^\dagger\rangle\rangle$. Together, and exactly,
\begin{equation}
G=G^0+G^0(S+T)G^0,\qquad S_{pq}=\lambda\langle[R_p,c_q^\dagger]_+\rangle,\qquad T_{pq}=\lambda^2\langle\langle R_p;R_q^\dagger\rangle\rangle .
\label{eom}
\end{equation}
For $S$, use $[u^\dagger sr,q^\dagger]_+=\delta_{rq}u^\dagger s-\delta_{sq}u^\dagger r$, whose two terms contribute equally, and subtract the mean-field term:
\begin{equation}
S_{pq}=\lambda\sum_{rs}\langle pr||qs\rangle\,\big(\langle r^\dagger s\rangle-n_r\delta_{rs}\big).
\label{S}
\end{equation}
The bracket has no first-order part, because a one-body operator cannot connect $\Phi$ with the double excitations in $\Psi_1$. Thus $S=O(\lambda^3)$, while $T=O(\lambda^2)$.

With $\tilde\Sigma=S+T$, (\ref{eom}) reads $G=G^0(1+\tilde\Sigma G^0)$, so $G^{-1}=(1+\tilde\Sigma G^0)^{-1}(G^0)^{-1}$ and
\begin{equation}
\Sigma=\tilde\Sigma-\tilde\Sigma G^0\tilde\Sigma+\tilde\Sigma G^0\tilde\Sigma G^0\tilde\Sigma-\cdots=S+T+O(\lambda^4).
\label{red}
\end{equation}
For $|\omega|\to\infty$ both $T$ and $G^0$ vanish, so $\Sigma(\infty)=S$ at any $\lambda$, and $M=T+O(\lambda^4)$. The argument needs the Hartree--Fock partition: a one-body term left in $W$ would make $S$ of first order and bring the products in (\ref{red}) down to second order.

\section*{(b) Structure of the second- and third-order terms}

\emph{Expand $T$ through $\lambda^3$. Which configurations enter, and how does the result depend on $\omega$?}

\subsection*{Solution}

Because $T$ carries $\lambda^2$, the propagator $\langle\langle R;R^\dagger\rangle\rangle$ is needed through first order; the corrections to $E_0$ and to the norm of $\Psi_0$ begin at second order and drop out. On $\Phi$ only three quasi-creators survive in (\ref{R}):
\begin{equation}
R_q^\dagger\Phi=\sum_{a<b,\,k}\langle ab||qk\rangle\,a^\dagger b^\dagger k\,\Phi,\qquad R_p\Phi=\sum_{i<j,\,a}\langle pa||ij\rangle\,a^\dagger ji\,\Phi .
\label{RPhi}
\end{equation}
These lie in the two-particle--one-hole (2p1h) space with orthonormal states $|abk\rangle=a^\dagger b^\dagger k\Phi$, $a<b$, and in the two-hole--one-particle (2h1p) space with $|ija\rangle=a^\dagger ji\Phi$, $i<j$. Let $J$ run over both sets and define
\begin{equation}
K_{abk}=\varepsilon_a+\varepsilon_b-\varepsilon_k,\qquad K_{ija}=\varepsilon_i+\varepsilon_j-\varepsilon_a,\qquad g=(\omega-K)^{-1}.
\end{equation}
On $|abk\rangle$ the operator $H_0-E^{(0)}$ equals $K$, and on $|ija\rangle$ it equals $-K$. The two resolvents therefore expand with opposite signs. With $D_\pm=\omega\mp(H_0-E^{(0)})$,
\begin{equation}
(D_\pm\mp\lambda W)^{-1}=D_\pm^{-1}\pm\lambda D_\pm^{-1}WD_\pm^{-1}+O(\lambda^2),
\end{equation}
and $D_\pm^{-1}=g$ on the respective space.

At first order exactly one of three factors is taken at first order: the bra, the ket or the resolvent. If it is the ket, the vector $R_q^\dagger\Psi_1$ meets $D_+^{-1}R_p^\dagger\Phi$, which is pure 2p1h because $D_+$ is diagonal, and its other components are projected out. If it is the resolvent, $W$ stands between two 2p1h vectors. The same holds in the hole term, in which $p$ and $q$ may be exchanged because all quantities are real. Define
\begin{align}
\text{2p1h:}\quad&U^{(1)}_{Jq}=\langle J|R_q^\dagger|\Phi\rangle,\quad U^{(2)}_{Jq}=\langle J|R_q^\dagger|\Psi_1\rangle,\quad C^{(1)}_{JJ'}=+\langle J|W|J'\rangle,\nonumber\\
\text{2h1p:}\quad&U^{(1)}_{Jq}=\langle J|R_q|\Phi\rangle,\quad U^{(2)}_{Jq}=\langle J|R_q|\Psi_1\rangle,\quad C^{(1)}_{JJ'}=-\langle J|W|J'\rangle,
\label{defs}
\end{align}
with no element of $C^{(1)}$ between the two spaces. Then
\begin{align}
M^{(2)}&=U^{(1)\dagger}gU^{(1)},\label{M2}\\
M^{(3)}&=U^{(2)\dagger}gU^{(1)}+U^{(1)\dagger}gU^{(2)}+U^{(1)\dagger}g\,C^{(1)}g\,U^{(1)}.\label{M3}
\end{align}
Any other class of states (1p, 1h, 3p2h, 3h2p) needs a first-order factor on each side and enters at $\lambda^4$. All poles of (\ref{M2}) and (\ref{M3}) sit at the zeroth-order levels $K_J$, and the last term contains two denominators.

\section*{(c) The matrix elements}

\emph{Evaluate $U^{(1)}$, $C^{(1)}$ and $U^{(2)}$ in terms of integrals and amplitudes.}

\subsection*{Solution}

From (\ref{RPhi}), $U^{(1)}_{abk,q}=\langle ab||qk\rangle$ and $U^{(1)}_{ija,q}=\langle ij||qa\rangle$.

Three parts of $W$ conserve the numbers of particles and holes. The particle--particle part is $W_{pp}=\frac14\sum\langle ef||e'f'\rangle\,e^\dagger f^\dagger f'e'$. The hole--hole part is $W_{hh}=\frac14\sum\langle mn||m'n'\rangle\,n'm'm^\dagger n^\dagger$, since moving one pair past another costs no sign. The particle--hole part collects four equal index assignments, $W_{ph}=\sum\langle em||nf\rangle\{e^\dagger m^\dagger fn\}=\sum\langle em||nf\rangle\,e^\dagger n\,m^\dagger f$, where $n$ has passed two operators.

\emph{2p1h block.} On $|cdl\rangle$, $f'e'c^\dagger d^\dagger\to\delta_{e'c}\delta_{f'd}-\delta_{e'd}\delta_{f'c}$, so $W_{pp}|cdl\rangle=\sum_{e<f}\langle ef||cd\rangle\,e^\dagger f^\dagger l\Phi$. $W_{hh}$ needs two holes and gives zero. For $W_{ph}$, $fc^\dagger d^\dagger l\Phi=(\delta_{fc}d^\dagger-\delta_{fd}c^\dagger)l\Phi$ and $m^\dagger d^\dagger l\Phi=-\delta_{ml}d^\dagger\Phi$; with $nd^\dagger=-d^\dagger n$,
\begin{equation}
W_{ph}|cdl\rangle=\sum_{en}\big[\langle el||nc\rangle\,e^\dagger d^\dagger n-\langle el||nd\rangle\,e^\dagger c^\dagger n\big]\Phi .
\end{equation}
The overlap $\langle abk|e^\dagger d^\dagger n\Phi\rangle=\delta_{nk}(\delta_{ea}\delta_{db}-\delta_{eb}\delta_{da})$ and $\langle al||kc\rangle=-\langle al||ck\rangle$ give
\begin{align}
C^{(1)}_{abk,cdl}={}&\delta_{kl}\langle ab||cd\rangle-\delta_{bd}\langle al||ck\rangle-\delta_{ac}\langle bl||dk\rangle\nonumber\\&+\delta_{ad}\langle bl||ck\rangle+\delta_{bc}\langle al||dk\rangle .
\end{align}

\emph{2h1p block.} On $|klb\rangle=b^\dagger lk\Phi$, $m^\dagger n^\dagger lk\Phi=(\delta_{nl}\delta_{mk}-\delta_{nk}\delta_{ml})\Phi$, so $\langle ija|W_{hh}|klb\rangle=\delta_{ab}\langle ij||kl\rangle$. For $W_{ph}$, $fb^\dagger\to\delta_{fb}$ and $m^\dagger lk\Phi=(\delta_{ml}k-\delta_{mk}l)\Phi$, so $W_{ph}|klb\rangle=\sum_{en}[\langle el||nb\rangle e^\dagger nk-\langle ek||nb\rangle e^\dagger nl]\Phi$. The overlap $\langle ija|e^\dagger nk\Phi\rangle=\delta_{ea}(\delta_{nj}\delta_{ki}-\delta_{ni}\delta_{kj})$, the identity $\langle al||jb\rangle=-\langle jb||la\rangle$ and the minus sign in (\ref{defs}) give
\begin{align}
C^{(1)}_{ija,klb}={}&-\delta_{ab}\langle ij||kl\rangle+\delta_{ik}\langle jb||la\rangle+\delta_{jl}\langle ib||ka\rangle\nonumber\\&-\delta_{il}\langle jb||ka\rangle-\delta_{jk}\langle ib||la\rangle .
\label{Ch}
\end{align}
On the diagonal this is $-\langle ij||ij\rangle+\langle ia||ia\rangle+\langle ja||ja\rangle$: hole--hole repulsion lowers the pole, and particle--hole attraction raises it.

\emph{$U^{(2)}$, 2p1h.} To reach 2p1h from 2p2h, $\{r^\dagger s^\dagger u\}$ must remove one hole in total. One way fills two holes and makes one: $\{l^\dagger m^\dagger k'\}=k'l^\dagger m^\dagger$, and $l^\dagger m^\dagger ji\Phi=(\delta_{mj}\delta_{li}-\delta_{mi}\delta_{lj})\Phi$. The factor is $\frac12\cdot\frac14\cdot2$, giving $\frac14\sum\langle lm||qk'\rangle t_{lm}^{cd}c^\dagger d^\dagger k'\Phi$, and the projection on $|abk\rangle$ doubles it. The other way fills one hole and scatters one particle; the choices $r=l,s=e$ and $r=e,s=l$ are equal and cancel the $\frac12$, leaving $\sum\langle le||qf\rangle\{l^\dagger e^\dagger f\}=-\sum\langle le||qf\rangle\,e^\dagger l^\dagger f$. Now
\begin{equation}
f\Psi_1=\tfrac12\sum t_{ij}^{fd}d^\dagger ji\Phi,\qquad l^\dagger f\Psi_1=-\tfrac12\sum t_{ij}^{fd}d^\dagger(\delta_{lj}i-\delta_{li}j)\Phi=-\sum t_{il}^{fd}d^\dagger i\Phi,
\label{aux}
\end{equation}
so this term is $+\sum\langle le||qf\rangle t_{il}^{fd}e^\dagger d^\dagger i\Phi$. Projecting,
\begin{equation}
U^{(2)}_{abk,q}=\tfrac12\sum_{lm}t_{lm}^{ab}\langle lm||qk\rangle+\sum_{lc}\big[\langle la||qc\rangle t_{kl}^{cb}-\langle lb||qc\rangle t_{kl}^{ca}\big].
\end{equation}

\emph{$U^{(2)}$, 2h1p.} Here $\{u^\dagger sr\}$ removes one particle in total. The term $a'^\dagger dc$ removes two and makes one; with $dc\,e^\dagger f^\dagger\to\delta_{ce}\delta_{df}-\delta_{cf}\delta_{de}$ the counting is as before and gives $\frac12\sum\langle qa||cd\rangle t_{ij}^{cd}$. The other term is $\sum\langle qm||nc\rangle\{m^\dagger cn\}=\sum\langle qm||nc\rangle\,n\,m^\dagger c$. By (\ref{aux}) and $nd^\dagger=-d^\dagger n$ it gives $+\sum\langle qm||nc\rangle t_{km}^{cd}d^\dagger nk\Phi$, and
\begin{equation}
U^{(2)}_{ija,q}=\tfrac12\sum_{cd}\langle cd||qa\rangle t_{ij}^{cd}+\sum_{mc}\big[\langle jc||qm\rangle t_{im}^{ca}-\langle ic||qm\rangle t_{jm}^{ca}\big].
\end{equation}

\section*{(d) The static part at third order}

\emph{Find the coefficient $S^{(3)}$ of $\lambda^3$ in $\Sigma(\infty)$.}

\subsection*{Solution}

By (\ref{S}), $S^{(3)}_{pq}=\sum_{rs}\langle pr||qs\rangle\rho_{rs}$, where $\rho_{rs}$ is the second-order part of $\langle r^\dagger s\rangle$, a symmetric matrix. For two occupied indices, $\langle i^\dagger j\rangle=\delta_{ij}-\langle j\,i^\dagger\rangle$, and $i^\dagger\Phi=0$, so $\rho_{ij}$ is minus the overlap of $j^\dagger\Psi_1$ with $i^\dagger\Psi_1=-\sum_{a<b,k}t_{ik}^{ab}|abk\rangle$. For two virtual indices $a\Phi=0$ and $a\Psi_1=\sum_{i<j,c}t_{ij}^{ac}|ijc\rangle$. Therefore
\begin{equation}
\rho_{ij}=-\tfrac12\sum_{kab}t_{ik}^{ab}t_{jk}^{ab},\qquad\rho_{ab}=\tfrac12\sum_{ijc}t_{ij}^{ac}t_{ij}^{bc}.
\end{equation}
For the mixed block, the residues of the second term of (\ref{prop}) add up to $\langle q^\dagger p\rangle$ by closure. A fixed contour around the hole-side levels encloses all these poles for small $\lambda$, so the rule holds order by order, and by (\ref{eom}) the second-order term is $M^{(2)}_{ai}(\omega)/[(\omega-\varepsilon_a)(\omega-\varepsilon_i)]$. Split $M^{(2)}=M^++M^-$ into its 2p1h and 2h1p sums. The $M^+$ term has one enclosed pole, $\varepsilon_i$. The $M^-$ term decays as $\omega^{-3}$, so its enclosed residues equal minus the one outside, at $\varepsilon_a$. Thus $\rho_{ia}=[M^+_{ai}(\varepsilon_i)+M^-_{ai}(\varepsilon_a)]/(\varepsilon_i-\varepsilon_a)$. The denominator of $M^+$ at $\varepsilon_i$ is $\varepsilon_i+\varepsilon_k-\varepsilon_c-\varepsilon_d$, that of $t_{ik}^{cd}$; the denominator of $M^-$ at $\varepsilon_a$ is $\varepsilon_a+\varepsilon_c-\varepsilon_k-\varepsilon_l$, minus that of $t_{kl}^{ac}$. Hence
\begin{equation}
\rho_{ia}=\frac{\tfrac12\sum_{kcd}\langle ak||cd\rangle t_{ik}^{cd}-\tfrac12\sum_{klc}\langle kl||ic\rangle t_{kl}^{ac}}{\varepsilon_i-\varepsilon_a}.
\end{equation}

\section*{(e) The exact analytic form and the matching}

\emph{Determine the analytic form of the exact $M(\omega)$. Expand that form in $\lambda$, match it to part (b), and state the order of the error and the freedom that the matching leaves.}

\subsection*{Solution}

Insert exact $(N\pm1)$-electron eigenstates in (\ref{prop}). Then $G=X(\omega-E)^{-1}X^\dagger$, where the diagonal matrix $E$ holds $E_n^{N+1}-E_0$ and $E_0-E_m^{N-1}$, and $X$ holds $\langle\Psi_0|c_p|n\rangle$ and $\langle m|c_p|\Psi_0\rangle$. Closure gives $XX^\dagger=\langle[c_p,c_q^\dagger]_+\rangle=1$, so the rows of $X$ are orthonormal. Complete them with rows $Y$ to an orthogonal matrix $O$. Then $G$ is the upper left block of $(\omega-OEO^\dagger)^{-1}$, with
\begin{equation}
OEO^\dagger=\begin{pmatrix}A&U^\dagger\\U&D\end{pmatrix},\qquad A=XEX^\dagger,\quad U=YEX^\dagger,\quad D=YEY^\dagger .
\label{big}
\end{equation}
The first block column $(G,F)$ of the inverse obeys $(\omega-A)G-U^\dagger F=1$ and $-UG+(\omega-D)F=0$. Eliminating $F$ gives $G^{-1}=\omega-A-U^\dagger(\omega-D)^{-1}U$, so $\Sigma(\infty)=A-\varepsilon$ and
\begin{equation}
M(\omega)=U^\dagger(\omega-D)^{-1}U=\sum_\mu\frac{m_\mu m_\mu^\dagger}{\omega-\Omega_\mu},
\label{exact}
\end{equation}
where $\Omega_\mu$ are the eigenvalues of the symmetric matrix $D$, $y_\mu$ its eigenvectors and $m_\mu=U^\dagger y_\mu$. The exact $M$ has simple real poles with positive semidefinite residues, and $\mathrm{Im}\,M_{pp}\le0$ for $\mathrm{Im}\,\omega>0$, since $\mathrm{Im}(\omega-\Omega)^{-1}=-\mathrm{Im}\,\omega/|\omega-\Omega|^2$.

The algebraic diagrammatic construction (ADC) keeps the form (\ref{exact}) and applies perturbation theory to its matrices. At $\lambda=0$ the rows of $X$ span the 1p and 1h states, $U=0$, and $D$ is the diagonal matrix $K$ of all higher configurations. Write $D=K+C$, $C=\lambda\bar C^{(1)}+\cdots$, $U=\lambda\bar U^{(1)}+\lambda^2\bar U^{(2)}+\cdots$. From $(\omega-K-C)^{-1}=g+gC(\omega-K-C)^{-1}=g+gCg+gCgCg+\cdots$,
\begin{align}
U^\dagger(\omega-K-C)^{-1}U={}&\lambda^2\bar U^{(1)\dagger}g\bar U^{(1)}+\lambda^3\big[\bar U^{(2)\dagger}g\bar U^{(1)}+\bar U^{(1)\dagger}g\bar U^{(2)}\nonumber\\&+\bar U^{(1)\dagger}g\bar C^{(1)}g\bar U^{(1)}\big]+O(\lambda^4).
\end{align}
This has the structure of (\ref{M2}) and (\ref{M3}) term by term, and the match is solved by taking the barred matrices equal to those of part (c) on the 2p1h and 2h1p spaces, with nothing else needed. The scheme
\begin{equation}
M^{\rm ADC(3)}=U^\dagger(\omega-K-C)^{-1}U,\qquad U=\lambda U^{(1)}+\lambda^2U^{(2)},\quad C=\lambda C^{(1)},
\label{adc3}
\end{equation}
differs from the exact $M$ by $O(\lambda^4)$ at fixed $\omega$; without $C$ the error is $O(\lambda^3)$. ADC(2) keeps only $K$ and $U^{(1)}$. Since $K+C$ is symmetric, (\ref{adc3}) has the properties found for (\ref{exact}). Reading the elimination backwards, the poles of the ADC(3) Green's function are the eigenvalues of (\ref{big}) with $A=\varepsilon+\lambda^3S^{(3)}$ and $D=K+C$, and the pole strength is the squared norm of the upper part of the eigenvector.

The solution of the matching is not unique. An orthogonal $Q=e^{\lambda Z}$ with $Z^\dagger=-Z$ leaves $M$ unchanged under $U\to Q^\dagger U$, $K+C\to Q^\dagger(K+C)Q$. At lowest order, with $Q^\dagger=1-\lambda Z+\cdots$,
\begin{equation}
C^{(1)}\to C^{(1)}+[K,Z],\qquad U^{(2)}\to U^{(2)}-ZU^{(1)}.
\label{gauge}
\end{equation}
Directly: $g[K,Z]g=gZ-Zg$, because $K=\omega-g^{-1}$, and this cancels the changes $U^{(1)\dagger}(Zg-gZ)U^{(1)}$ from the two $U^{(2)}$ terms. As $[K,Z]_{JJ'}=(K_J-K_{J'})Z_{JJ'}$, any element of $C^{(1)}$ between different levels can be traded for $U^{(2)}$, while this transformation leaves elements between equal levels unchanged. Two such choices, truncated as in (\ref{adc3}), differ by the omitted $\lambda^2$ terms of $C$ and $\lambda^3$ terms of $U$, that is, at $\lambda^4$ in $M$.

The ADC(3) form of $M(\omega)$ is now fixed, up to an orthogonal transformation, with an error of $O(\lambda^4)$ at fixed $\omega$, and the static part is known through third order. It remains to examine the singularities at the zeroth-order levels $K_J$, to see what goes wrong when the series is truncated, and to compare ADC(3) with full CI in a small model of formaldehyde.
